Why a fixed coefficient threshold is not size consistent

## Two molecules and one lost determinant

Take a hydrogen molecule described by two configurations. In |g²⟩ both electrons occupy the bonding orbital g; in |u²⟩ both occupy the antibonding orbital u. The ground state is

ψ = c₀|g²⟩ + c₁|u²⟩, with q = c₀², p = c₁², q + p = 1.

For a stretched molecule in a small basis, specified below, c₀ = 0.938 and c₁ = −0.348. A threshold that discards determinants with |coefficient| below 0.2 keeps both, and the energy is untouched.

Now place a second, identical molecule so far away that the two do not interact. The state is the antisymmetrized product

Ψ = c₀²|g²g²⟩ + c₀c₁(|u²g²⟩ + |g²u²⟩) + c₁²|u²u²⟩.

The coefficients have magnitudes 0.879, 0.326 (twice) and 0.121. The same threshold now removes the last determinant. Nothing has happened to either molecule, yet the energy per molecule changes.

To find the change, write Eg and Eu for the energies of the two configurations, V for their coupling, Δ = Eu − Eg, and Ec = E − Eg for the correlation energy of one molecule, measured from the single configuration |g²⟩. The eigenvalue equations of one molecule are

Eg c₀ + V c₁ = E c₀
V c₀ + Eu c₁ = E c₁.

The first gives Ec = V c₁/c₀, hence c₀c₁V = qEc. The energy expectation value, Ec = pΔ + 2c₀c₁V, then gives pΔ = (1 − 2q)Ec.

For the truncated pair, the energy above 2Eg is the sum of two diagonal terms and two couplings, each counted twice, divided by the squared norm:

(2qpΔ + 4c₀²·c₀c₁V)/(q² + 2qp).

Cancel one factor q and insert the two relations:

[2(1 − 2q)Ec + 4qEc]/(q + 2p) = 2Ec/(1 + p).

The pair recovers a fraction 1/(1 + p) = 0.89 of its correlation energy, whereas one molecule recovers all of it. A method is size consistent if the energy of non-interacting parts is the sum of their separate energies. This truncation is not. The discarded determinant describes both molecules being excited at once. Its coefficient is small because it is a product, not because either molecule needs the excitation less.

## The model for n molecules

In Gaussian units the coupling is

V = e² ∬ g(1)u(1) g(2)u(2)/r₁₂ d³r₁ d³r₂ > 0,

twice the electrostatic self-energy of the charge density e·gu. Energies are in hartree, e²/a₀, with a₀ = ħ²/(me²). Since V and c₀ are positive and Ec is negative, c₁ is negative. With t = |c₁|/c₀, the eigenvalue equations give

Ec = −Vt, Eu − E = V/t, Δ = V(1/t − t).

Because Δ > 0, t < 1 and p < 1/2.

For n distant molecules the Hamiltonian is a sum of one-molecule terms, and the state is an antisymmetrized product. With orbitals localized on the molecules, choosing g² or u² on each gives 2ⁿ determinants, all with non-zero coefficients. A determinant with k molecules in u² has

|coefficient| = c₀ⁿ⁻ᵏ|c₁|ᵏ,

and there are C(n,k) of them. I call this set shell k. Its total weight is

b_k = C(n,k) pᵏ qⁿ⁻ᵏ,

a binomial distribution with mean np. The typical number of simultaneously excited molecules therefore grows in proportion to n.

All members of a shell have the same magnitude, so a threshold ε keeps or drops whole shells. Taking logarithms of c₀ⁿtᵏ ≥ ε, and remembering that ln t is negative, gives the highest kept shell:

K = min{n, floor[(ln ε − n ln c₀)/ln t]}.

The second entry does not increase with n. The state needs more excitations as n grows, while the threshold allows no more, and eventually fewer. If c₀ⁿ < ε, not even the reference determinant survives.

## The recovered fraction

Let P project on the kept shells and Q on the dropped ones, and let W_K = b₀ + … + b_K be the squared norm of PΨ. Since HΨ = nEΨ and P + Q = 1,

⟨Ψ|PHP|Ψ⟩ = ⟨Ψ|PH|Ψ⟩ − ⟨Ψ|PHQ|Ψ⟩ = nE W_K − ⟨Ψ|PHQ|Ψ⟩.

H changes the state of one molecule at a time, so the last term links only shell K to shell K+1. Each determinant in shell K has n − K partners there, one for each molecule still in g². Each link contributes

V·c₀ⁿ⁻ᴷc₁ᴷ·c₀ⁿ⁻ᴷ⁻¹c₁ᴷ⁺¹ = V(c₁/c₀) pᴷqⁿ⁻ᴷ = Ec pᴷqⁿ⁻ᴷ.

Summing over the C(n,K)(n − K) links gives (n − K)b_K Ec. Dividing by the squared norm,

E_trunc = nE − (n − K)Ec b_K/W_K.

Subtract nEg = nE − nEc and divide by nEc:

F = 1 − (1 − K/n) b_K/W_K.

The loss comes from the edge of the kept space: in shell K, the n − K molecules still in g² have lost the configuration with which they should mix. For n = 2 and K = 1 the formula returns 1/(1 + p).

To see how F depends on n, define R_K = W_K/b_K. Since W_K = b_K + W_{K−1},

R_K = 1 + R_{K−1}·Kq/[(n − K + 1)p], R₀ = 1.

At fixed K ≥ 1, R_K falls as n grows and 1 − K/n rises, so F falls. At fixed n, the factor K/(n − K + 1) grows with K, so R_K and F rise with K. As K does not increase once it is below n, F never rises with n. It equals 1 as long as |c₁|ⁿ ≥ ε and is smaller afterwards.

## Numbers for stretched hydrogen

The example uses the STO-3G basis at a bond length of 2.8 a₀. There the two configurations give the full configuration-interaction ground state of one molecule. The basis has one function per atom, so it omits radial flexibility and polarization. The energies below illustrate the model and are not quantitative predictions for real hydrogen. With two configurations and optimized orbitals in the cc-pVQZ basis, V drops to 0.175 hartree, t to 0.315, p to 0.090 and Ec to −0.055 hartree; F for ten and twenty molecules becomes 0.968 and 0.841, and the 8.4 eV found below becomes 3.8 eV. At 1.4 a₀ the shifts are smaller: p = 0.0120 and F = 0.46 for a hundred molecules. In larger bases the two configurations also miss part of the correlation energy: in cc-pVTZ they recover 0.052 of 0.061 hartree below Hartree–Fock at 2.8 a₀, and about half at 1.4 a₀. The results are V = 0.2284 hartree, t = 0.3711 and p = 0.1211, hence Ec = −0.22835 × 0.37113 = −0.0847 hartree.

With ε = 0.01, all determinants survive up to n = 4. At n = 10, shell 4 has coefficients of magnitude 0.9375⁶ × 0.3479⁴ = 0.00995, just too small, so K = 3. With q/p = 7.260 the recursion gives

R₁ = 1 + 7.260/10 = 1.726
R₂ = 1 + 1.726 × 2 × 7.260/9 = 3.785
R₃ = 1 + 3.785 × 3 × 7.260/8 = 11.30,

and F = 1 − 0.7/11.30 = 0.938. At n = 20, K is still 3, although the mean number of excited molecules has doubled to 2.4, and F = 0.755. The missing energies are

n = 10: 0.0619 × 10 × 0.0847 = 0.052 hartree
n = 20: 0.2449 × 20 × 0.0847 = 0.415 hartree.

Twenty molecules therefore lie 0.415 − 2 × 0.052 ≈ 0.31 hartree, or 8.4 eV, above twice the energy of ten, although nothing interacts. The size of this error jumps with the threshold: ε = 0.0099 keeps shell 4 at n = 10 and gives 10.7 eV. By n = 30 shell 3 is lost as well: the expansion has 466 determinants, fewer than the 1351 at n = 20, and F is down to 0.42. At n = 60 only the reference remains and F = 0. Beyond n = 71 nothing remains.

At 1.4 a₀ the correlation is weaker, with p = 0.0127. Determinants are then lost sooner, from n = 3 on, because |c₁|ⁿ falls below ε earlier, but the large losses come later: the same threshold gives F = 0.995 for ten molecules but 0.44 for a hundred.

The formulas for K and F were tested at 2.8 a₀ against explicit 2ⁿ-dimensional matrices for n = 1 to 8. The product form of the coefficients was tested by full configuration interaction for two molecules 1000 a₀ apart. The numerical output below gives the full table.

## A relative threshold, and reoptimized coefficients

One may measure coefficients relative to the reference and require tᵏ ≥ ε. The reference then always survives, and K = floor(ln ε/ln t), here 4, is independent of n once n ≥ K. For large n the recursion gives b_K/W_K ≈ 1 − Kq/(np), so to leading order

F ≈ K/n + Kq/(np) = K/(np),

using p + q = 1. The total recovered energy nF Ec saturates at K Ec/p, here −2.8 hartree, the correlation energy of about 33 molecules. Close to this limit, further molecules add almost nothing.

Could new coefficients for the kept determinants repair this? Changing the sign of every odd shell makes all couplings negative or zero. Replacing coefficients by their magnitudes then cannot raise the energy, and every kept determinant is linked to the reference by a chain of non-zero couplings. The lowest state therefore has coefficients of one sign and is unique, so it is symmetric under exchange of molecules. It can be expanded in normalized shell states. Shells k and k+1 have C(n,k)(n − k) links, so their coupling is

V C(n,k)(n − k)/√[C(n,k)C(n,k+1)] = V√[(k + 1)(n − k)],

and the diagonal elements are kΔ. At fixed K and large n the couplings approach V√n √(k+1), while the diagonal stays bounded. A matrix with couplings √(k+1) and zero diagonal encodes the recurrence of the Hermite polynomials He_k; cut off after k = K, its eigenvalues are the zeros of He_{K+1}. With x the largest zero, the lowest energy relative to nEg is −V√n x to leading order. Since |Ec| = Vt,

F_opt ≈ x/(t√n).

Reoptimization replaces a 1/n decay by 1/√n. At n = 10000 the fractions are 0.003 and 0.075. By the variational principle, no choice of coefficients in this space does better.

## The price of a constant fraction

Let K = κn with κ < p. Near the edge, successive shell weights going downwards have the ratio

r = κq/[(1 − κ)p] < 1.

The sum for R_K becomes a geometric series, R_K → 1/(1 − r), and

F → 1 − (1 − κ)(1 − r) = κ + κq/p = κ/p.

For large n, a truncation to whole shells thus reaches a fixed fraction f < 1 at K ≈ fpn. The number of kept determinants lies between C(n,K) and (K + 1)C(n,K), and Stirling's formula gives growth as exp[n s(κ)], with

s(κ) = −κ ln κ − (1 − κ) ln(1 − κ).

So all 2ⁿ determinants are needed for the exact state of the model, and fewer, but still exponentially many, for a fixed fraction reached by keeping whole shells. For f = 0.9 the large-n growth factor per molecule is 1.41 instead of 2. Whole shells are not the cheapest selection: leaving a tenth of the molecules in g² and correlating the rest almost fully lowers the factor to exp[0.9 s(p)] = 1.39. The limit is approached slowly; eighty molecules need K = 12 rather than fpn = 8.7, that is 7 × 10¹³ determinants, with coefficients down to 4 × 10⁻⁸.

With reoptimized coefficients, the inequality 2|a_k a_{k+1}| ≤ a_k² + a_{k+1}² bounds the energy per molecule from below, at large n, by the minimum over x ≤ κ of xΔ − 2V√[x(1 − x)]. This function falls until x = p, where it equals Ec, so the minimum is at κ. Amplitudes spread smoothly over many shells, but over a range small compared with n, approach the bound. The fraction tends to {2V√[κ(1 − κ)] − κΔ}/|Ec|, which is zero at κ = 0. Growth remains exponential, with a factor 1.25 at 90 percent.

## What avoids the error

The exponential length belongs to the expansion, not to the physics: the product state is fixed by two coefficients per molecule. Keeping the product form, or truncating within each molecule before multiplying, leaves an energy that is a sum over molecules, and the recovered fraction is then independent of n.

The formulas hold for variational energies of identical, non-interacting two-configuration molecules, expanded in determinants of localized orbitals without a Jastrow factor. Orbitals delocalized over the molecules give other determinants and coefficients, so the same threshold can recover a different fraction. A Jastrow factor can change both the best coefficients and the energy. With local potentials, a fixed-node diffusion energy depends on the trial function through its nodes alone, so F does not predict it. Non-local pseudopotentials usually add a dependence on the trial function away from its nodes, which F does not describe either.

Table of computed values

```
H2, STO-3G, bond length 2.8 bohr; threshold eps = 0.01
Eg = -0.916377 hartree, Eu = -0.385831 hartree
coupling V = 0.228353 hartree, gap = 0.530546 hartree
ground energy E = -1.001125 hartree per molecule
correlation energy Ec = -0.084748 hartree = -2.3061 eV
c0 = 0.937517, c1 = -0.347939, t = 0.371128, p = 0.121062
two molecules 1000 bohr apart, full CI minus 2E: -4.4e-16 hartree
explicit 2^n matrices, n = 1..8: largest deviation of F 1.1e-14
largest n with all determinants kept: 4
largest n with any determinant kept: 71
n | mean excited np | K | kept | 2^n | F | F reoptimized
1 | 0.121 | 1 | 2 | 2 | 1.0000 | 1.0000
2 | 0.242 | 2 | 4 | 4 | 1.0000 | 1.0000
4 | 0.484 | 4 | 16 | 16 | 1.0000 | 1.0000
6 | 0.726 | 4 | 57 | 64 | 0.9992 | 0.9992
8 | 0.968 | 4 | 163 | 256 | 0.9955 | 0.9962
10 | 1.211 | 3 | 176 | 1024 | 0.9381 | 0.9550
15 | 1.816 | 3 | 576 | 32768 | 0.8477 | 0.9025
20 | 2.421 | 3 | 1351 | 1048576 | 0.7551 | 0.8528
30 | 3.632 | 2 | 466 | 1.073742e+09 | 0.4245 | 0.6262
40 | 4.842 | 2 | 821 | 1.099512e+12 | 0.3402 | 0.5664
60 | 7.264 | 0 | 1 | 1.152922e+18 | 0.0000 | 0.0000
80 | 9.685 | none | 0 | 1.209e+24 | no state left
truncated E(10) = -9.958773 hartree, E(20) = -19.607370 hartree
size-consistency error E(20) - 2E(10) = 0.310176 hartree = 8.440 eV
threshold relative to the reference coefficient: K = 4 for n >= K
  n = 10: F = 0.9875, reoptimized 0.9902, K/(np) = 3.3041
  n = 100: F = 0.3025, reoptimized 0.6026, K/(np) = 0.3304
  n = 1000: F = 0.0328, reoptimized 0.2266, K/(np) = 0.0330
  n = 10000: F = 0.0033, reoptimized 0.0753, K/(np) = 0.0033
determinants needed for F >= 0.9, and the smallest coefficient kept:
  n = 10: K = 3, determinants 176, coefficient 2.68e-02
  n = 20: K = 5, determinants 2.17e+04, coefficient 1.94e-03
  n = 40: K = 7, determinants 2.324e+07, coefficient 7.34e-05
  n = 80: K = 12, determinants 7.264e+13, coefficient 3.91e-08
large-n growth factor per molecule at F = 0.9: 1.4110, reoptimized 1.2510
bond length 1.4 bohr: c1 = -0.112716, p = 0.012705, Ec = -0.020562 hartree
  n = 2: K = 2, F = 1.0000, reoptimized 1.0000
  n = 10: K = 2, F = 0.9948, reoptimized 0.9950
  n = 50: K = 1, F = 0.6163, reoptimized 0.6967
  n = 100: K = 1, F = 0.4429, reoptimized 0.5778
```
